# Boltzmann-Scaled Upward Hops and Pure Dephasing in the Classical Path Approximation, part 1

(Sections cited here and not found follow in the second part.)

## First half: upward hops on a prescribed path

### The missing energy bill

An excited electron in a molecule or a solid exchanges energy with the vibrations around it. When it drops to a lower state the nuclei are heated, and when it climbs to a higher state they must pay. Surface hopping with full feedback enforces the payment: after each hop the nuclear velocities are changed, and an upward hop that the nuclei cannot afford is refused.

The classical path approximation gives up this feedback. One nuclear trajectory is computed on the ground-state surface, and the electronic amplitudes are then propagated along it as if the nuclei were an external drive. This is economical, since one trajectory serves many electronic histories. But a prescribed trajectory does not slow down when the electron climbs, so nothing in it forbids an upward hop. What should replace the energy condition? The same trajectory also shakes the energy gap between the states. How does that shaking destroy the phase relation between them?

The first question is treated in this half and the second in the next, where the two meet in the transition rates.

### Two states and a given trajectory

Let $\phi_1$ and $\phi_2$ be real, orthonormal adiabatic electronic states at nuclear positions $R$, with energies $E_1<E_2$ and gap $\Delta E=E_2-E_1$. State 1 is the ground state. Along the given path $R(t)$ we write $\Psi=c_1\phi_1+c_2\phi_2$ and insert this into $i\hbar\,\partial_t\Psi=H\Psi$:

$$i\hbar\sum_k\left(\dot c_k\phi_k+c_k\,\partial_t\phi_k\right)=\sum_k E_kc_k\phi_k .$$

Projection on $\phi_j$ and division by $i\hbar$ give

$$\dot c_j=-\frac{i}{\hbar}E_jc_j-\sum_k u_{jk}c_k,\qquad u_{jk}=\langle\phi_j|\partial_t\phi_k\rangle .$$

The states depend on time only through $R(t)$. With $d_a=\langle\phi_1|\partial\phi_2/\partial R_a\rangle$ and velocities $v_a=\dot R_a$, the chain rule gives $u_{12}=\sum_a d_av_a$. Differentiating $\langle\phi_j|\phi_k\rangle=\delta_{jk}$ gives $u_{jk}+u_{kj}=0$ for real states, so that $u_{11}=u_{22}=0$ and $u_{21}=-u_{12}$. Writing $u=u_{12}$,

$$\dot c_1=-\frac{i}{\hbar}E_1c_1-u\,c_2,\qquad \dot c_2=-\frac{i}{\hbar}E_2c_2+u\,c_1 .$$

So far this is the Schrödinger equation in a two-state space. The approximation lies in taking $R(t)$, and hence $E_1$, $E_2$ and $u$, from ground-state dynamics whatever the electron does. It is reasonable when neither the change of state nor the energy exchanged in a hop alters the nuclear path much. Similar forces in the two states are not enough, because a large energy released into a few vibrations also changes the path. A small energy is not enough either, because different forces can still drive the paths apart. It fails when excitation breaks a bond or drives a large distortion, because the true path then leaves the region that the ground-state trajectory visits.

### How often a hop is attempted

The upper population changes at the rate

$$\frac{d|c_2|^2}{dt}=2\,\mathrm{Re}(c_2^*\dot c_2)
=2\,\mathrm{Re}\left(-\frac{i}{\hbar}E_2|c_2|^2+u\,c_2^*c_1\right)=2u\,r,\qquad r=\mathrm{Re}(c_1c_2^*).$$

The energy term is purely imaginary and drops out. The same steps for state 1 give $-2ur$, so the total population is conserved.

Now picture $N$ copies of the electron, of which $N|c_1|^2$ are assigned to state 1. If $ur>0$, then $2ur\,N\,dt$ copies must move up during $dt$. The smallest number of hops that achieves this has no copy moving down, and each copy in state 1 hops with probability

$$p_{1\to2}=\frac{\max(0,\,2ur)}{|c_1|^2}\,dt .$$

This is the fewest-switches rule for two states. If some hops are later refused, the assigned populations no longer equal $|c_j|^2$. The rule is then kept as a prescription for the attempts, and its derivation as a population balance no longer applies.

### The simplest case: one nuclear coordinate

Take a single coordinate of mass $M$ with velocity $v$, so that $u=d\,v$. An upward hop can be paid for if

$$\tfrac12Mv^2\ge\Delta E .$$

We make two assumptions about the moment of the attempt. First, the velocity has the Maxwell distribution $f(v)\propto e^{-Mv^2/2kT}$. Second, the electronic factor $w=2r/|c_1|^2$ is statistically independent of the present $v$. The second assumption is the delicate one and is relaxed below.

It would be wrong to ask merely what fraction of the time the velocity is high enough. The attempt probability is proportional to $\max(0,w\,d\,v)$, so fast passages produce more attempts than slow ones. For a given $w$, only one sign of $v$ contributes, and the accepted attempts per unit time are

$$|wd|\int_{v_c}^{\infty}v f(v)\,dv,\qquad v_c=\sqrt{2\Delta E/M}.$$

All attempts are given by the same expression with lower limit zero. The prefactor $|wd|$ cancels in the ratio. With $y=Mv^2/2kT$ we have $v\,dv=(kT/M)\,dy$, and the lower limit becomes $x=\Delta E/kT$:

$$\frac{\text{accepted}}{\text{attempted}}=\frac{\int_x^\infty e^{-y}dy}{\int_0^\infty e^{-y}dy}=e^{-\Delta E/kT}.$$

The Boltzmann factor thus comes from a velocity-weighted average, in the same way as the flux of particles over a barrier. The limits are sensible. For a vanishing gap every attempt is accepted, and for $T\to0$ at fixed gap none is.

The result can be put in the form in which it is used. If $\Theta$ equals one for an affordable hop and zero otherwise, then at given gap

$$\langle p_{1\to2}\,\Theta\rangle=e^{-\Delta E/kT}\,\langle p_{1\to2}\rangle .$$

The yes-or-no decision may be replaced by multiplying the attempt probability by the Boltzmann factor. Under the stated assumptions the average rate of accepted hops at the moment considered is the same. Numbers accumulated over many attempts can differ, because the velocity that decides one attempt may persist until the next.

### Many coordinates

With many atoms, which kinetic energy counts? We adopt the convention that a hop changes the momenta along the coupling vector, $p_a\to p_a+s\,d_a$, with one unknown number $s$. Energy conservation in an upward hop requires

$$\sum_a\frac{(p_a+s\,d_a)^2}{2M_a}+\Delta E=\sum_a\frac{p_a^2}{2M_a}.$$

Expanding the square and cancelling the initial kinetic energy leaves

$$A s^2+u\,s+\Delta E=0,\qquad A=\sum_a\frac{d_a^2}{2M_a},\qquad u=\sum_a\frac{d_ap_a}{M_a}.$$

The linear coefficient is the coupling $u$ itself, because $p_a/M_a=v_a$. A real $s$ exists if the discriminant is not negative:

$$u^2\ge4A\,\Delta E=2\Delta E\sum_a\frac{d_a^2}{M_a}.$$

In a thermal ensemble at fixed geometry the velocities are independent Gaussian variables with $\langle v_a^2\rangle=kT/M_a$. Their linear combination $u$ is therefore Gaussian, with zero mean and variance

$$\langle u^2\rangle=\sum_ad_a^2\langle v_a^2\rangle=kT\sum_a\frac{d_a^2}{M_a}.$$

Dividing the energy condition by $2\langle u^2\rangle$ removes the masses and the coupling vector:

$$\frac{u^2}{2\langle u^2\rangle}\ge\frac{\Delta E}{kT}=x .$$

This is the one-coordinate condition again, with $y=u^2/2\langle u^2\rangle$. The attempt weight is still $|u|$, so the accepted fraction is still $e^{-x}$. The number of atoms does not enter, because the hop can draw only on the motion along one direction. Setting all but one $d_a$ to zero recovers the previous section.

For a downward hop the sign of $\Delta E$ in the quadratic equation is reversed. The discriminant becomes $u^2+4A\,\Delta E$, which is positive for every velocity, so downward hops need no factor.

A random sample shows the distinction between attempts and mere velocities. We draw 400,000 thermal velocity vectors in nine dimensions, with random masses and a random coupling vector, and draw $r$ independently of them. The third column below weights each velocity by its attempt probability, and the last simply counts the velocities that meet the energy condition.

| $x$ | $e^{-x}$ | attempts accepted | velocities sufficient |
|---|---|---|---|
| 1 | 0.368 | 0.366 | 0.157 |
| 2 | 0.135 | 0.136 | 0.046 |
| 3 | 0.050 | 0.051 | 0.015 |

The accepted attempts follow the Boltzmann factor to within the scatter of the sample. The plain count is well below it.

### What other weights would give

To see how much depends on the weight, let the attempts be proportional to $|u|^n$. With $\xi=u/\sqrt{\langle u^2\rangle}$ and $y=\xi^2/2$, we have $d\xi=dy/\sqrt{2y}$, so $\xi^n d\xi$ is proportional to $y^{(n-1)/2}dy$. The accepted fraction is

$$F_n(x)=\frac{\int_x^\infty y^{(n-1)/2}e^{-y}dy}{\Gamma\left(\frac{n+1}{2}\right)} .$$

For $n=1$ this is $e^{-x}$. For $n=0$ the substitution $y=z^2$ gives

$$F_0(x)=\frac{2}{\sqrt\pi}\int_{\sqrt x}^{\infty}e^{-z^2}dz=\mathrm{erfc}(\sqrt x).$$

For $n=2$ one integration by parts gives

$$\int_x^\infty y^{1/2}e^{-y}dy=\sqrt x\,e^{-x}+\frac12\int_x^\infty y^{-1/2}e^{-y}dy .$$

Dividing by $\Gamma(3/2)=\sqrt\pi/2$, and recognizing the last integral as $\sqrt\pi\,\mathrm{erfc}(\sqrt x)$,

$$F_2(x)=2\sqrt{\frac{x}{\pi}}\,e^{-x}+\mathrm{erfc}(\sqrt x).$$

The case $n=2$ has a physical meaning. Just after the electron has been placed in state 1, $c_1\simeq1$ and $\dot c_2\simeq u$. For times so short that neither $u$ nor the phase has changed, $c_2\simeq ut$ and $r\simeq ut$. The population flow is then $2u^2t$. The coherence remembers the velocity that made it, and the attempts carry the weight $u^2$.

Take a gap of 150 meV at 300 K, where $kT=25.85$ meV and $x=150/25.85=5.80$. Numerical quadrature of the three weighted distributions gives

- $F_0=0.00066$ for the plain count,
- $F_1=0.00302$ for the Boltzmann factor,
- $F_2=0.00887$ for coherence proportional to $u$.

The last value is about 2.9 times the Boltzmann factor. The scaling rule is therefore sensitive to memory when the gap is several times $kT$.

### Partial memory between velocity and coherence

Between independence and full memory we can use a Gaussian model. Measure $u$ and $r$ in units of their standard deviations, take $|c_1|^2\simeq1$, and write

$$r=\rho\,u+\sqrt{1-\rho^2}\,z,$$

where $z$ is a standard Gaussian variable independent of $u$ and $\rho$ is the correlation coefficient. Averaging $\max(0,ur)$ over $z$ at fixed $a=|u|$ gives the attempt weight

$$W(a)=a\,h(a),\qquad h(a)=\left\langle\max\left(0,\rho a+\sqrt{1-\rho^2}\,z\right)\right\rangle .$$

For $\rho\ge0$ the function $h$ cannot decrease with $a$, since its argument increases for each $z$. Relative to the weight $a$, fast passages are favoured. The average of $h$ over passages above the threshold is then at least its average over those below, and the accepted fraction is at least $F_1=e^{-x}$.

For the other side, compare $W$ with $a^2$:

$$\frac{W(a)}{a^2}=\left\langle\max(0,\rho+\lambda z)\right\rangle,\qquad\lambda=\frac{\sqrt{1-\rho^2}}{a}.$$

The derivative of the right side with respect to $\lambda$ is the average of $z$ restricted to $\rho+\lambda z>0$. This restriction removes only the most negative $z$, so the average is not negative. The ratio therefore does not increase with $a$, and the accepted fraction is at most $F_2$. In this model

$$e^{-x}\le\text{accepted fraction}\le F_2(x)\qquad(\rho\ge0).$$

The ends are reached at $\rho=0$ and $\rho=1$. A negative $\rho$ reverses the first argument and puts the fraction below $e^{-x}$. Since $\langle ur\rangle$ is proportional to $\rho$ and the upper population grows at the rate $2ur$, a single Gaussian ensemble with net upward flow has $\rho>0$.

The Boltzmann factor is thus the limit in which the electronic coherence has lost its memory of the present coupling velocity. The second half turns to the phase relation between the states, and a simulation there compares the attempts with this limit for thresholds up to $x=3$.

## Second half: gap fluctuations, dephasing and detailed balance

### Symbols and results carried over

The lower and upper states have amplitudes $c_1$ and $c_2$, energies $E_1$ and $E_2$, and gap $\Delta E=E_2-E_1$. Along a prescribed ground-state trajectory,

$$\dot c_1=-\frac{i}{\hbar}E_1c_1-u c_2,\qquad\dot c_2=-\frac{i}{\hbar}E_2c_2+u c_1,$$

where $u$ is the real coupling, a linear function of the nuclear velocities. Fewest-switches attempts to go up occur at the rate $\max(0,2ur)/|c_1|^2$ with $r=\mathrm{Re}(c_1c_2^*)$. They can be paid for if $u^2/2\langle u^2\rangle\ge x=\Delta E/kT$. For Maxwellian velocities and a coherence independent of $u$, the accepted fraction is $e^{-x}$. If the coherence is instead proportional to $u$, it is the larger function $F_2(x)$.

### A gap that is random but static

Set $u=0$. Each amplitude then only turns its phase, and

$$c_2(t)c_1^*(t)=c_2(0)c_1^*(0)\exp\left[-\frac{i}{\hbar}\int_0^t\Delta E(t')\,dt'\right].$$

Its modulus is constant on every single trajectory. Coherence is lost when trajectories, or different starting times on one long trajectory, are averaged and their phases disagree. Split the gap into its mean and its fluctuation, $\Delta E=\bar E+\delta E$. The mean gives the common phase $e^{-i\bar Et/\hbar}$, and the rest defines the pure-dephasing function

$$D(t)=\left\langle\exp\left[-\frac{i}{\hbar}\int_0^t\delta E(t')\,dt'\right]\right\rangle .$$

The simplest case is a fluctuation that differs between members of the ensemble but does not change in time. If it is Gaussian with variance $\sigma^2$, completing the square in the average gives

$$D(t)=\int\frac{d\epsilon}{\sqrt{2\pi}\,\sigma}\,e^{-\epsilon^2/2\sigma^2-i\epsilon t/\hbar}=e^{-\sigma^2t^2/2\hbar^2}.$$

For Maxwellian velocities and a coherence independent of the present coupling, a fraction $e^{-\Delta E/kT}$ of the attempted upward hops can be paid for, and a static Gaussian spread of gaps makes the averaged coherence decay as a Gaussian in time. It remains to treat a gap that moves in time, and to see how dephasing and the Boltzmann factor enter the transition rates and detailed balance.
